# Spin-pairing energy of f^n ground terms and the lanthanide ionisation sawtooth: verification in Python

```python
"""Spin-pairing energy of f^n ground terms and the sawtooth in third ionisation.

Result under test, for n electrons in one f shell (Hartree atomic units):
  E(n) = n h + n(n-1)/2 Eav + D [<S(S+1)> - S(S+1)] + e(n) E3
F = (F0, F2, F4, F6): Slater integrals;  h: one-electron energy;
Eav: mean pair repulsion;  D: spin-pairing parameter;  E3: orbital parameter;
theta(n) = <S(S+1)> - S(S+1) for the largest S;  e(n): integer of the Hund term.
The formula is tested by determinant traces and by full diagonalization of f^n.
It is then used with scalar-relativistic Hartree-Fock for La to Yb ions.
"""
import itertools
from math import factorial
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.linalg import eigh, block_diag
from scipy.special import gamma, lpmv, eval_legendre
from pyscf import gto, scf as pyscf_scf

EV = physical_constants["Hartree energy in eV"][0]
C = 1.0 / fine_structure
KS = (0, 2, 4, 6)
M = np.arange(3, -4, -1)          # magnetic quantum numbers of the f orbitals
nodes, weights = np.polynomial.legendre.leggauss(24)


# ---------- angular part, from the definition by quadrature ----------
def theta_lm(l, m):
    """Normalised polar part of a spherical harmonic at the nodes."""
    a = abs(m)
    norm = np.sqrt((2*l + 1) / 2 * factorial(l - a) / factorial(l + a))
    return (-1)**(a if m < 0 else 0) * norm * lpmv(a, l, nodes)


def gaunt(k):
    c = np.zeros((7, 7))
    for i, m in enumerate(M):
        for j, mp in enumerate(M):
            if abs(m - mp) <= k:
                f = theta_lm(3, m) * theta_lm(k, m - mp) * theta_lm(3, mp)
                c[i, j] = np.sqrt(2 / (2*k + 1)) * np.sum(weights * f)
    return c


GAUNT = [gaunt(k) for k in KS]
m_sum = M[:, None] + M[None, :]
CONSERVE = m_sum[:, :, None, None] == m_sum[None, None, :, :]


def repulsion(F):
    """<m1 m2 | 1/r12 | m3 m4> for the f shell."""
    g = sum(f * np.einsum("ik,lj->ijkl", c, c) for f, c in zip(F, GAUNT))
    return g * CONSERVE


def direct_exchange(F):
    g = repulsion(F)
    return np.einsum("ijij->ij", g), np.einsum("ijji->ij", g)


# ---------- derived formulas ----------
def parameters(F):
    """Eav, D, E3; also works when F holds matrices."""
    X = 4/105 * F[1] + 2/77 * F[2] + 100/3003 * F[3]
    return (F[0] - 7/13 * X, 49/48 * X,
            F[1]/135 + 2/1089 * F[2] - 175/42471 * F[3])


def theta(n):
    p = n if n <= 7 else 14 - n
    return -4 * p * (p - 1) / 13


def pair_table(F):
    """Parallel-pair energy minus the triplet mean, in units of E3."""
    J, K = direct_exchange(F)
    Eav, D, E3 = parameters(F)
    triplet_mean = F[0] - 8/7 * D
    return (J - K - triplet_mean) / E3


rng = np.random.default_rng(4)
table = pair_table((1.0, 0.5, 0.3, 0.2))
upper = np.triu_indices(7, 1)
for trial in range(4):
    F_random = rng.uniform(0.2, 1.0, 4) * np.array([1, 1, 0.5, 0.2])
    assert np.allclose(pair_table(F_random)[upper], table[upper], atol=1e-8)
assert np.allclose(table[upper], np.round(table[upper]), atol=1e-8)


def e_hund(n):
    p = n if n <= 7 else n - 7
    return sum(table[i, j] for i in range(p) for j in range(i + 1, p))


def ground_repulsion(n, F):
    Eav, D, E3 = parameters(F)
    return n*(n - 1)/2 * Eav + theta(n) * D + e_hund(n) * E3


# ---------- spin barycentres from traces over all determinants ----------
occ = ((np.arange(2**14)[:, None] >> np.arange(14)) & 1).astype(float)
number = occ.sum(1).astype(int)
twice_ms = (occ[:, :7].sum(1) - occ[:, 7:].sum(1)).astype(int)
F_test = (0.9, 0.45, 0.29, 0.21)
J, K = direct_exchange(F_test)
pair = np.block([[J - K, J], [J, J - K]])
diagonal = 0.5 * ((occ @ pair) * occ).sum(1)
Eav, D, E3 = parameters(F_test)
trace_error = 0.0
for n in range(15):
    mean_s2 = 3 * np.mean((twice_ms[number == n] / 2.0)**2)
    assert abs(mean_s2 - 3*n*(14 - n)/52) < 1e-10
    for two_s in range(n % 2, min(n, 14 - n) + 1, 2):
        a = (number == n) & (twice_ms == two_s)
        b = (number == n) & (twice_ms == two_s + 2)
        centre = (diagonal[a].sum() - diagonal[b].sum()) / (a.sum() - b.sum())
        s = two_s / 2
        formula = n*(n - 1)/2 * Eav + D * (3*n*(14 - n)/52 - s*(s + 1))
        trace_error = max(trace_error, abs(centre - formula))
assert trace_error < 1e-8


# ---------- full diagonalization of f^n ----------
def lowest_energy(n, F):
    """Lowest eigenvalue in the block M_L = 0, smallest M_S >= 0."""
    g = repulsion(F)
    pairs = list(itertools.combinations(range(14), 2))
    targets = {}
    for c, d in pairs:
        found = []
        for a, b in pairs:
            v = 0.0
            if a//7 == c//7 and b//7 == d//7:
                v += g[a % 7, b % 7, c % 7, d % 7]
            if a//7 == d//7 and b//7 == c//7:
                v -= g[a % 7, b % 7, d % 7, c % 7]
            if abs(v) > 1e-14:
                found.append((a, b, v))
        targets[c, d] = found
    n_up = (n + 1) // 2
    dets = [u + w for u in itertools.combinations(range(7), n_up)
            for w in itertools.combinations(range(7, 14), n - n_up)
            if sum(M[o % 7] for o in u + w) == 0]
    index = {d: i for i, d in enumerate(dets)}
    H = np.zeros((len(dets), len(dets)))
    for det, col in index.items():
        for i, j in itertools.combinations(range(n), 2):
            rest = [o for o in det if o != det[i] and o != det[j]]
            for a, b, v in targets[det[i], det[j]]:
                if a in rest or b in rest:
                    continue
                swaps = i + j - 1 + sum(o < a for o in rest) + sum(o < b for o in rest)
                row = index[tuple(sorted(rest + [a, b]))]
                H[row, col] += (-1)**swaps * v
    assert np.allclose(H, H.T, atol=1e-10)
    return np.linalg.eigvalsh(H)[0]


# ---------- radial Gaussian integrals ----------
def moment(n, p):
    return 0.5 * gamma((n + 1)/2) * p**(-(n + 1)/2)


def ordered(A, B, p, q):
    """Integral of r1^A exp(-p r1^2) r2^B exp(-q r2^2) over r1 > r2, A odd."""
    a = (A - 1) // 2
    return sum(0.5 * factorial(a)/factorial(i) * p**(i - a - 1.0)
               * moment(B + 2*i, p + q) for i in range(a + 1))


def radial(k, P, Q, p, q):
    return ordered(P - k - 1, Q + k, p, q) + ordered(Q - k - 1, P + k, q, p)


def three_j_squared(l, k, m):
    f = eval_legendre(l, nodes) * eval_legendre(k, nodes) * eval_legendre(m, nodes)
    return 0.5 * np.sum(weights * f)


def inverse_root(A):
    e, v = eigh(A)
    return (v / np.sqrt(e)) @ v.T


class Basis:
    """Even-tempered s, p, d, f Gaussians, orthonormalised for each l."""

    def __init__(self, first, ratio, counts):
        self.counts = counts
        self.exps = [first * ratio**np.arange(n, dtype=float) for n in counts]
        self.start = np.concatenate([[0], np.cumsum([n*n for n in counts])])
        self.one = []
        transforms = []
        for l, a in enumerate(self.exps):
            p = a[:, None] + a
            ab = np.outer(a, a)
            norm = 1 / np.sqrt(moment(2*l + 2, 2*a))
            U = norm[:, None] * inverse_root(np.outer(norm, norm) * moment(2*l + 2, p))
            T = 0.5 * ((2*l*l + l) * moment(2*l, p) - 2*l*p*moment(2*l + 2, p)
                       + 4*ab*moment(2*l + 4, p))
            V = -moment(2*l + 1, p)
            W = -(4*ab*moment(2*l + 3, p) - 2*l*p*moment(2*l + 1, p))
            if l:
                W -= (2*l*l + l) * moment(2*l - 1, p)
            self.one.append([U.T @ A @ U for A in (T, V, W)])
            transforms.append(np.kron(U, U))
        rows = []
        for l, a in enumerate(self.exps):
            row = []
            for m, b in enumerate(self.exps):
                pa = (a[:, None] + a).reshape(-1, 1)
                pb = (b[:, None] + b).reshape(1, -1)
                block = radial(0, 2*l + 2, 2*m + 2, pa, pb)
                p = a[:, None, None, None] + b[None, None, :, None]
                q = a[None, :, None, None] + b[None, None, None, :]
                for k in range(abs(l - m), l + m + 1, 2):
                    x = radial(k, l + m + 2, l + m + 2, p, q)
                    block = block - 0.5*three_j_squared(l, k, m)*x.reshape(block.shape)
                row.append(block)
            rows.append(row)
        big = block_diag(*transforms)
        self.G = big.T @ np.block(rows) @ big
        a = self.exps[3]
        p = (a[:, None] + a).reshape(-1, 1)
        self.slater = [transforms[3].T @ radial(k, 8, 8, p, p.T) @ transforms[3]
                       for k in KS]

    def blocks(self, v):
        return [v[self.start[l]:self.start[l + 1]].reshape(n, n)
                for l, n in enumerate(self.counts)]

    def hamiltonian(self, Z):
        """Scalar-relativistic one-electron X2C matrices, flattened."""
        result = []
        for T, V1, W1 in self.one:
            V, W, n = Z*V1, Z*W1, len(T)
            A = np.block([[V, T], [T, W/(4*C*C) - T]])
            vec = eigh(A, block_diag(np.eye(n), T/(2*C*C)))[1][:, n:]
            X = vec[n:] @ np.linalg.inv(vec[:n])
            L = V + T @ X + X.T @ T + X.T @ (W/(4*C*C) - T) @ X
            R = inverse_root(np.eye(n) + X.T @ T @ X/(2*C*C))
            h = R @ L @ R
            result.append((0.5*(h + h.T)).ravel())
        return np.concatenate(result)


# Integrals and X2C against PySCF, with every orbital of a small basis filled
small = Basis(0.5, 8.0, (5, 4, 3, 2))
full = np.concatenate([((4*l + 2)*np.eye(n)).ravel()
                       for l, n in enumerate(small.counts)])
own_energy = full @ small.hamiltonian(70) + 0.5 * full @ small.G @ full
shells = [[l, [float(a), 1.0]] for l, ex in enumerate(small.exps) for a in ex]
mol = gto.M(atom="Yb 0 0 0", basis={"Yb": shells}, spin=0, verbose=0)
mf = pyscf_scf.RHF(mol).sfx2c1e()
reference = mf.energy_elec(2*np.linalg.inv(mol.intor("int1e_ovlp")))[0]
assert abs(own_energy - reference) < 1e-6 * abs(reference)

basis = Basis(0.06, 2.2, (24, 19, 15, 12))
f_part = slice(basis.start[3], basis.start[4])
G_no_ff = basis.G.copy()
G_no_ff[f_part, f_part] = 0.0     # f-f repulsion is added with its own formula
one_s = np.linalg.eigvalsh(basis.blocks(basis.hamiltonian(70))[0])[0]
dirac = C*C * (np.sqrt(1 - (70/C)**2) - 1)
assert abs(one_s/dirac - 1) < 1e-3


# ---------- Hartree-Fock for [Xe core] 4f^n ions ----------
def density(F, n):
    out = []
    for l, block in enumerate(basis.blocks(F)):
        shells_filled, electrons = ((5, 2), (4, 6), (2, 10), (1, n))[l]
        v = eigh(block)[1][:, :shells_filled]
        out.append((electrons * v @ v.T).ravel())
    return np.concatenate(out)


def hartree_fock(h, n, hund, guess=None):
    """Energy, density and Slater integrals; hund selects term or average."""
    if hund:
        Q = ground_repulsion(n, basis.slater)
    else:
        Q = n*(n - 1)/2 * parameters(basis.slater)[0]

    def fock(P):
        F = h + G_no_ff @ P
        if n:
            F[f_part] += 2/n**2 * (Q @ P[f_part])
        return F

    if guess is None:
        P = density(h, n)
        for _ in range(30):
            P = 0.7*P + 0.3*density(fock(P), n)
        P = density(fock(P), n)
    else:
        P = guess.copy()
        P[f_part] *= n / np.trace(basis.blocks(P)[3])
    focks, errors = [], []
    for _ in range(100):
        F = fock(P)
        err = np.concatenate([(a @ b - b @ a).ravel() for a, b
                              in zip(basis.blocks(F), basis.blocks(P))])
        if np.max(np.abs(err)) < 1e-5:
            pf = P[f_part]
            E = P @ h + 0.5 * P @ G_no_ff @ P + (pf @ Q @ pf/n**2 if n else 0.0)
            S = [pf @ A @ pf/n**2 if n else 0.0 for A in basis.slater]
            return E, P, S
        focks, errors = (focks + [F])[-7:], (errors + [err])[-7:]
        size = len(focks)
        B = -np.ones((size + 1, size + 1))
        B[-1, -1] = 0.0
        B[:size, :size] = np.array(errors) @ np.array(errors).T
        rhs = np.zeros(size + 1)
        rhs[-1] = -1.0
        weight = np.linalg.solve(B, rhs)[:size]
        P = density(sum(w*f for w, f in zip(weight, focks)), n)
    raise AssertionError("Hartree-Fock did not converge")


names = "La Ce Pr Nd Pm Sm Eu Gd Tb Dy Ho Er Tm Yb".split()
smooth, spin, orbital, relaxed = (np.zeros(15) for _ in range(4))
D_ion, slater_2 = np.zeros((15, 2)), {}
guess = None
largest_relaxation = 0.0
for n in range(14, 0, -1):
    h = basis.hamiltonian(56 + n)
    E2, guess, S2 = hartree_fock(h, n, False, guess)
    E3ion, P3, S3 = hartree_fock(h, n - 1, False, guess)
    R2 = hartree_fock(h, n, True, guess)[0]
    R3 = hartree_fock(h, n - 1, True, P3 if n > 1 else guess)[0]
    p2, p3 = parameters(S2), parameters(S3)
    smooth[n] = E3ion - E2
    spin[n] = p3[1]*theta(n - 1) - p2[1]*theta(n)
    orbital[n] = p3[2]*e_hund(n - 1) - p2[2]*e_hund(n)
    relaxed[n] = R3 - R2
    D_ion[n] = p2[1], p3[1]
    slater_2[n] = S2
    for average, term, par, count in ((E2, R2, p2, n), (E3ion, R3, p3, n - 1)):
        gain = average + par[1]*theta(count) + par[2]*e_hund(count) - term
        assert gain > -1e-6       # optimised orbitals cannot raise the energy
        largest_relaxation = max(largest_relaxation, gain)
I3 = smooth + spin + orbital
assert np.max(np.abs(I3 - relaxed)) < 0.02

# Ground energies of every f^n by diagonalization, with the Eu2+ integrals
F_eu = slater_2[7]
Eav, D, E3 = parameters(F_eu)
ci = np.array([0.0] + [lowest_energy(n, F_eu) for n in range(1, 15)])
ci_error = max(abs(ci[n] - ground_repulsion(n, F_eu)) for n in range(15))
assert ci_error < 1e-8
removal = np.array([0.0] + [ci[n-1] - ci[n] + (n-1)*Eav for n in range(1, 15)])
drop = removal[7] + (removal[7] - removal[1])/6 - removal[8]
assert abs(drop - 8*D) < 1e-8

# Sawtooth: peaks, their cause, and separation by a linear binding gain
for values in (I3, relaxed):
    assert values[7] > max(values[1:7]) and values[7] > values[8]
    assert values[14] > max(values[8:14])
    chord = values[7] + (np.arange(15) - 7) * (values[14] - values[7])/7
    assert all(values[n] < chord[n] for n in range(1, 14) if n != 7)
chord = I3[7] + (np.arange(15) - 7) * (I3[14] - I3[7])/7
others = [n for n in range(1, 14) if n != 7]
closest = min(others, key=lambda n: chord[n] - I3[n])
peak_total = I3[7] - (I3[6] + I3[8])/2
peak_smooth = smooth[7] - (smooth[6] + smooth[8])/2
assert abs(peak_smooth) < 0.1 * peak_total

# ---------- output ----------
print("J and K coefficients of F^k for parallel pairs (3,2) (3,0) (2,1)")
for k, unit in ((2, 225), (4, 1089), (6, 184041/25)):
    J, K = direct_exchange([float(q == k) for q in KS])
    cells = [f"{unit*J[i, j]:+.0f},{unit*K[i, j]:.0f}" for i, j in ((0, 1), (0, 3), (1, 2))]
    triplet_f = J[0, 3] - K[0, 3] + J[1, 2] - K[1, 2] - J[0, 1] + K[0, 1]
    mean = -7/6 * three_j_squared(3, k, 3)
    assert abs(triplet_f - mean) < 1e-10
    print(f" k={k} unit 1/{unit:.2f}: " + "  ".join(cells)
          + f"  3F {unit*triplet_f:.0f}  triplet mean {unit*mean:.0f}")
print("Parallel-pair energy minus triplet mean, units of E3")
for i in range(6):
    print(f" m={M[i]:+d}: " + "  ".join(f"({M[j]:+d}) {table[i, j]:+.0f}"
                                        for j in range(i + 1, 7)))
print("n: theta(n), e(n) [dimensionless]")
for group in (range(0, 5), range(5, 10), range(10, 15)):
    print(" " + " | ".join(f"{n}: {theta(n):.4f}, {e_hund(n) + 0.0:.0f}" for n in group))
print("Eu2+ F0 F2 F4 F6 (eV): " + " ".join(f"{x*EV:.3f}" for x in F_eu))
print(f"Eu2+ Eav, D, E3 (eV): {Eav*EV:.3f} {D*EV:.4f} {E3*EV:.4f}")
print(f"Eu2+ D (hartree): {D:.5f}")
print(f"Drop 8D at fixed Eu2+ integrals (eV): {drop*EV:.3f}")
print("f^n -> f^(n-1), eV: smooth, spin, E3 part, I3, I3 relaxed, D(2+), D(3+)")
for n in range(1, 15):
    d3 = f"{D_ion[n, 1]*EV:.3f}" if n > 1 else "none"
    print(f" {names[n-1]} n={n:2d} {smooth[n]*EV:7.3f} {spin[n]*EV:7.3f} "
          f"{orbital[n]*EV:7.3f} {I3[n]*EV:7.3f} {relaxed[n]*EV:7.3f} "
          f"{D_ion[n, 0]*EV:.3f} {d3}")
print(f"I3 of Eu and Yb (hartree): {I3[7]:.5f} {I3[14]:.5f}")
print(f"Eu minus mean of neighbours (eV): I3 {peak_total*EV:.3f}, "
      f"smooth part {peak_smooth*EV:.3f}")
print(f"Mean smooth step per element, Eu to Yb (eV): {(smooth[14]-smooth[7])/7*EV:.3f}")
print(f"Slope of the Eu-Yb chord (eV per element): {(I3[14]-I3[7])/7*EV:.3f}")
print(f"Closest other element below chord: {names[closest-1]}, "
      f"gap {(chord[closest]-I3[closest])*EV:.3f} eV")
ranking = sorted(range(1, 15), key=lambda n: -I3[n])[:5]
print("Highest I3 (eV): " + ", ".join(f"{names[n-1]} {I3[n]*EV:.3f}" for n in ranking))
print(f"Largest orbital relaxation energy of a term (eV): {largest_relaxation*EV:.4f}")
print(f"Largest error, barycentres (hartree): {trace_error:.1e}")
print(f"Largest error, diagonalized f^n (hartree): {ci_error:.1e}")
print(f"Yb69+ 1s, X2C and Dirac (hartree): {one_s:.3f} {dirac:.3f}")
print("done: every assertion held")
```

Running it gives:

```
J and K coefficients of F^k for parallel pairs (3,2) (3,0) (2,1)
 k=2 unit 1/225.00: +0,25  -20,0  -0,15  3F -10  triplet mean -10
 k=4 unit 1/1089.00: -21,30  +18,63  -7,32  3F -33  triplet mean -33
 k=6 unit 1/7361.64: -6,7  -20,84  -90,105  3F -286  triplet mean -286
Parallel-pair energy minus triplet mean, units of E3
 m=+3: (+2) -9  (+1) -9  (+0) -6  (-1) -3  (-2) +6  (-3) +21
 m=+2: (+1) -3  (+0) -6  (-1) +6  (-2) +6  (-3) +6
 m=+1: (+0) +12  (-1) -3  (-2) +6  (-3) -3
 m=+0: (-1) +12  (-2) -6  (-3) -6
 m=-1: (-2) -3  (-3) -9
 m=-2: (-3) -9
n: theta(n), e(n) [dimensionless]
 0: 0.0000, 0 | 1: 0.0000, 0 | 2: -0.6154, -9 | 3: -1.8462, -21 | 4: -3.6923, -21
 5: -6.1538, -9 | 6: -9.2308, 0 | 7: -12.9231, 0 | 8: -9.2308, 0 | 9: -6.1538, -9
 10: -3.6923, -21 | 11: -1.8462, -21 | 12: -0.6154, -9 | 13: 0.0000, 0 | 14: 0.0000, 0
Eu2+ F0 F2 F4 F6 (eV): 27.875 13.005 8.113 5.823
Eu2+ Eav, D, E3 (eV): 27.390 0.9188 0.0872
Eu2+ D (hartree): 0.03377
Drop 8D at fixed Eu2+ integrals (eV): 7.351
f^n -> f^(n-1), eV: smooth, spin, E3 part, I3, I3 relaxed, D(2+), D(3+)
 La n= 1  16.182   0.000   0.000  16.182  16.182 0.666 none
 Ce n= 2  17.161   0.444   0.619  18.224  18.235 0.722 0.830
 Pr n= 3  17.957   0.886   0.799  19.642  19.676 0.769 0.867
 Nd n= 4  18.614   1.328  -0.173  19.770  19.802 0.811 0.903
 Pm n= 5  19.160   1.770  -1.132  19.799  19.824 0.849 0.936
 Sm n= 6  19.613   2.213  -0.823  21.003  21.046 0.885 0.968
 Eu n= 7  19.985   2.656   0.000  22.640  22.720 0.919 0.999
 Gd n= 8  20.285  -4.511   0.000  15.774  15.705 0.951 1.028
 Tb n= 9  20.521  -3.716   0.839  17.644  17.617 0.982 1.057
 Dy n=10  20.699  -2.943   1.093  18.849  18.838 1.012 1.086
 Ho n=11  20.823  -2.188  -0.135  18.500  18.490 1.041 1.113
 Er n=12  20.897  -1.447  -1.351  18.100  18.094 1.070 1.140
 Tm n=13  20.926  -0.718  -0.993  19.214  19.214 1.097 1.167
 Yb n=14  20.911   0.000   0.000  20.911  20.911 1.125 1.193
I3 of Eu and Yb (hartree): 0.83202 0.76845
Eu minus mean of neighbours (eV): I3 4.252, smooth part 0.036
Mean smooth step per element, Eu to Yb (eV): 0.132
Slope of the Eu-Yb chord (eV per element): -0.247
Closest other element below chord: Sm, gap 1.885 eV
Highest I3 (eV): Eu 22.640, Sm 21.003, Yb 20.911, Pm 19.799, Nd 19.770
Largest orbital relaxation energy of a term (eV): 0.1667
Largest error, barycentres (hartree): 1.4e-14
Largest error, diagonalized f^n (hartree): 1.3e-13
Yb69+ 1s, X2C and Dirac (hartree): -2634.441 -2634.847
done: every assertion held
```
